# Total reflection from one guided resonance in a mirror-symmetric slab

## 1. Definitions and conventions

A slab lies parallel to the plane $z=0$ and is periodic along $x$ with period $\Lambda$. The following is assumed.

- The materials are lossless and reciprocal, with real scalar permittivity.
- The slab is symmetric under $z\to-z$ about its middle plane, with the same medium, of index $n_c$, on both sides.
- Light arrives at normal incidence in one polarization, which the slab doesn't convert into the other.
- The period is subwavelength, $n_c\Lambda<\lambda$, so all diffraction orders except the zeroth are evanescent outside.

Each side then has one port. Fields vary as $e^{-i\omega t}$. The incoming amplitudes are $s_+=(s_{1+},s_{2+})^T$ and the outgoing ones $s_-=(s_{1-},s_{2-})^T$, referred to the two slab faces. $|s|^2$ is power per unit area.

One resonance has amplitude $a$, with $|a|^2$ the stored energy per unit area, frequency $\omega_0$ and amplitude decay rate $\gamma>0$. Its field has parity $\sigma=+1$ (even in $z$) or $\sigma=-1$ (odd). The detuning is $\delta=\omega-\omega_0$.

Temporal coupled-mode theory describes the slab by

$$\frac{da}{dt}=(-i\omega_0-\gamma)\,a+\kappa^Ts_+,\qquad s_-=C\,s_++a\,d .$$

The matrix $C$ is the background: scattering that bypasses the resonance. The vector $d$ says how the resonance radiates into the ports, and $\kappa$ how the ports drive it. $C$, $d$, $\kappa$ and $\gamma$ are taken as constant over the line; this is the approximation of the model.

**Statement.** Let the background have reflection $r$ and transmission $t\neq0$. Then the model has one real frequency of zero transmission, and so of total reflection:

$$\omega_R=\omega_0-\sigma\gamma q,\qquad q=\mathrm{Im}\,(r/t).$$

## 2. What energy and time reversal impose

**Energy.** Without incoming waves, $|a|^2$ decays at the rate $2\gamma|a|^2$. With no absorption this equals the outgoing power $s_-^\dagger s_-=|a|^2d^\dagger d$, so

$$d^\dagger d=2\gamma. \tag{1}$$

**Time reversal.** The free decay is $a=Ae^{-i\omega_0t-\gamma t}$, $s_-=a\,d$, $s_+=0$. For real permittivity the time-reversed fields also solve Maxwell's equations in the same slab. Reversal replaces $a(t)$ by

$$\tilde a(t)=a^*(-t)=A^*e^{-i\omega_0t+\gamma t}$$

and exchanges incoming and outgoing waves: $\tilde s_+=\tilde a\,d^*$, $\tilde s_-=0$. At normal incidence each port maps onto itself. Inserting this into the two model equations gives

$$(-i\omega_0+\gamma)\tilde a=(-i\omega_0-\gamma)\tilde a+\kappa^Td^*\tilde a,\qquad 0=Cd^*\tilde a+\tilde a\,d,$$

and therefore

$$\kappa^Td^*=2\gamma,\qquad Cd^*=-d. \tag{2}$$

The second relation ties the phase of the resonant radiation to the background. The proof rests on it.

**Reciprocity.** For a steady drive, $da/dt=-i\omega a$, hence $a=\kappa^Ts_+/(\gamma-i\delta)$ and

$$S=C+\frac{d\,\kappa^T}{\gamma-i\delta}.$$

$S$ is symmetric by reciprocity and unitary by energy conservation. Letting $|\delta|\to\infty$ within the model shows that $C$ has both properties. Then $d\kappa^T$ is symmetric too, $d\kappa^T=\kappa d^T$. Acting with both sides on $d^*$ gives $2\gamma\,d=2\gamma\,\kappa$ by (1) and (2), so $\kappa=d$ and

$$S=C+\frac{d\,d^T}{\gamma-i\delta}. \tag{3}$$

**Unitarity of (3).** Multiplying $Cd^*=-d$ by $C^\dagger$ gives $C^\dagger d=-d^*$, whose adjoint is $d^\dagger C=-d^T$. Thus

$$S^\dagger S=1-d^*d^T\left[\frac1{\gamma-i\delta}+\frac1{\gamma+i\delta}\right]+\frac{d^*(d^\dagger d)d^T}{\gamma^2+\delta^2}.$$

The square bracket is $2\gamma/(\gamma^2+\delta^2)$ and $d^\dagger d=2\gamma$, so the last two terms cancel and $S^\dagger S=1$ at every real $\delta$.

## 3. The proof

Mirror symmetry makes the two sides equivalent:

$$C=\begin{pmatrix}r&t\\t&r\end{pmatrix},\qquad d=d_1\begin{pmatrix}1\\\sigma\end{pmatrix},\qquad |d_1|^2=\gamma,$$

the last equality being (1). The diagonal and off-diagonal elements of $C^\dagger C=1$ read

$$|r|^2+|t|^2=1,\qquad r^*t+t^*r=2\,\mathrm{Re}(rt^*)=0.$$

Since $r/t=rt^*/|t|^2$, this ratio is imaginary: $r/t=iq$ with $q$ real, and $|t|^2=1/(1+q^2)$.

The first row of $Cd^*=-d$ is $(r+\sigma t)d_1^*=-d_1$. Multiplying by $d_1$,

$$d_1^2=-\gamma(r+\sigma t). \tag{4}$$

The transmission amplitude follows from (3) and (4), with $\sigma^2=1$:

$$S_{21}=t+\frac{\sigma d_1^2}{\gamma-i\delta}
=\frac{\gamma t-i\delta t-\sigma\gamma r-\gamma t}{\gamma-i\delta}
=\frac{-i\delta t-\sigma\gamma r}{\gamma-i\delta}.$$

The terms $\pm\gamma t$ cancel. The numerator is linear in $\delta$, so it has one zero:

$$\delta_R=i\sigma\gamma\,\frac rt=i\sigma\gamma\,(iq)=-\sigma\gamma q .$$

It is real because $r/t$ is imaginary, and finite because $t\neq0$. There $S_{21}=0$, and unitarity gives $|S_{11}|=1$. This proves the statement.

Physically, the wave radiated by the resonance must cancel the directly transmitted wave in both amplitude and phase. That is two real conditions with one adjustable frequency. Relation (2) locks the phases so that both are met at the same detuning.

## 4. Line shape and limits

Putting $r=iqt$ into the numerator gives $-it(\delta+\sigma\gamma q)$, so

$$T=\frac{1}{1+q^2}\,\frac{(\delta+\sigma\gamma q)^2}{\delta^2+\gamma^2}. \tag{5}$$

In the same way,

$$S_{11}=r-\frac{\gamma(r+\sigma t)}{\gamma-i\delta}=\frac{-i\delta r-\sigma\gamma t}{\gamma-i\delta}.$$

For $q\ne0$, $t=-ir/q$, and the numerator becomes $-ir(\delta-\sigma\gamma/q)$. Total transmission therefore occurs at $\delta_T=\sigma\gamma/q$. The two points lie on opposite sides of the resonance, with $\delta_R\delta_T=-\gamma^2$.

**Width of the mirror band.** Let $T<\epsilon$ define the band, and put $x=\delta/\gamma$, $E=\epsilon(1+q^2)<1$. The edges solve $(x+\sigma q)^2=E(x^2+1)$, that is

$$(1-E)x^2+2\sigma qx+q^2-E=0.$$

A quarter of the discriminant is $q^2-(1-E)(q^2-E)=E(1+q^2-E)=\epsilon(1-\epsilon)(1+q^2)^2$. The distance between the roots, times $\gamma$, is

$$\Delta\omega=\frac{2\gamma(1+q^2)\sqrt{\epsilon(1-\epsilon)}}{1-\epsilon(1+q^2)}. \tag{6}$$

For small $E$ and $\epsilon=0.01$ this is about $0.2\,\gamma(1+q^2)$.

**Transparent background, $r=0$.** Then $q=0$ and $T=\delta^2/(\delta^2+\gamma^2)$: a symmetric dip with its zero at $\omega_0$.

**Opaque background, $t\to0$.** Then $|q|\to\infty$ and the zero moves away without limit. At $t=0$, $S_{21}=-\sigma\gamma r/(\gamma-i\delta)$, so $T=\gamma^2/(\delta^2+\gamma^2)$ is a transmission peak and no finite zero exists. This is why the statement requires $t\neq0$: the background must transmit at least part of the light.

**Dark mode, $\gamma\to0$.** The feature shrinks onto $\omega_0$. At $\gamma=0$ the mode is uncoupled and $S=C$.

## 5. Why the zero survives a varying background

Even and odd illumination, $(1,\pm1)^T$, are eigenvectors of $S$ with eigenvalues $s_\pm=S_{11}\pm S_{21}$, each of modulus one. Hence

$$T=\tfrac14|s_+-s_-|^2 ,$$

and transmission vanishes where the two eigenvalues meet on the unit circle. The resonance enters only the eigenvalue of its own parity. With $d^T(1,\sigma)^T=2d_1$ and (4),

$$s_\sigma=(r+\sigma t)\left[1-\frac{2\gamma}{\gamma-i\delta}\right]=-(r+\sigma t)\frac{\gamma+i\delta}{\gamma-i\delta},\qquad s_{-\sigma}=r-\sigma t. \tag{7}$$

The phase of the last fraction in $s_\sigma$ is $2\arctan(\delta/\gamma)$, which rises by $2\pi$ across the line. So $s_\sigma$ goes once round the circle and meets the fixed $s_{-\sigma}$ once. The meeting isn't at infinite detuning, because there the eigenvalues differ by $2\sigma t\neq0$.

This argument reaches beyond the model. In the full Maxwell problem, under the assumptions of Section 1, the eigenvalues still have modulus one and $T$ is still $\frac14|s_+-s_-|^2$. If their relative phase, a continuous function of frequency, passes through a multiple of $2\pi$, then $T$ is zero at that point. A slowly varying background shifts the crossing without removing it, provided that its own phase change doesn't undo the crossing.

The word "one" in "one resonance" matters. Suppose an even and an odd resonance share the same $\omega_0$ and $\gamma$. Both eigenvalues then acquire the same factor $-(\gamma+i\delta)/(\gamma-i\delta)$, their relative phase stays fixed, and $T=|t|^2$ at all detunings. The zero is gone.

## 6. Is the mirror plane necessary?

It is sufficient but not necessary. Let

$$C=\begin{pmatrix}r&t\\t&r'\end{pmatrix},\qquad d=(d_1,d_2)^T.$$

By (3), $S_{21}=0$ requires $i\delta=\gamma+d_1d_2/t$, so the right side must be imaginary. Multiply the first row of $Cd^*=-d$ by $d_2/t$ and the second by $d_1/t$:

$$\frac rt d_1^*d_2+|d_2|^2=-\frac{d_1d_2}t,\qquad |d_1|^2+\frac{r'}t d_1d_2^*=-\frac{d_1d_2}t.$$

Adding them and using $|d_1|^2+|d_2|^2=2\gamma$,

$$2\left(\gamma+\frac{d_1d_2}{t}\right)=-\left[\frac rt d_1^*d_2+\frac{r'}t d_1d_2^*\right].$$

Unitarity, $r^*t+t^*r'=0$, gives $r'/t=-(r/t)^*$. The bracket is then a number minus its complex conjugate, which is imaginary. The zero is real again. The mirror plane supplies the simple formula for $\omega_R$ and, for $r\neq0$, the guaranteed point of total transmission.

## 7. Worked example: a suspended silicon nitride grating

Take a film in air with index 2.0 (a rough typical value for silicon nitride near 1550 nm), thickness 200 nm and period 1200 nm, cut through by slots 120 nm wide. The electric field is along the slots. The period is below the wavelength, so one port per side is open.

Maxwell's equations were solved with 21 Fourier harmonics along $x$, without any coupled-mode assumption. The scattering amplitudes have a pole at complex frequency $f_0-i\gamma/2\pi$, with

$$f_0=193.951\ \mathrm{THz},\qquad \gamma/2\pi=0.3961\ \mathrm{THz},\qquad Q=\frac{f_0}{2(\gamma/2\pi)}=244.8,$$

and even parity, $\sigma=+1$. The background follows from the scattering at $f_0$ alone: by (7) at $\delta=0$, $r+\sigma t=-s_\sigma$ and $r-\sigma t=s_{-\sigma}$. This gives $q=0.7070$ and $|t|^2=1/(1+0.4998)=0.667$.

**Prediction.** The offsets are

$$\frac{\delta_R}{2\pi}=-0.3961\times0.7070=-0.2800\ \mathrm{THz},\qquad \frac{\delta_T}{2\pi}=\frac{0.3961}{0.7070}=0.560\ \mathrm{THz}.$$

Total reflection is expected at $193.951-0.280=193.671$ THz, or 1547.95 nm, and total transmission at 1541.26 nm.

**Direct solution.** A search for the zeros in the Maxwell solution finds the same two wavelengths to the digits given. The transmittance at the first is $3\times10^{-26}$, which is rounding error. Over $\pm4\gamma$, formula (5) departs from the computed $T$ by at most 0.0002, so a constant $q$ is a good approximation here. The background phases do drift, by about 0.02 rad over this range, but almost equally for even and odd illumination, which leaves $q$ nearly unchanged. This accuracy isn't general: for the 400 nm film below, the departure reaches about 0.01. Doubling the highest harmonic from 10 to 20 moves the zero by 0.03 nm. The second decimal thus serves to compare prediction and solution at equal discretization; the wavelength itself is 1548.0 nm to the accuracy of this calculation. The last digits of the pole data carry the same caveat: at full convergence $f_0$ is lower by 0.005 THz, $\gamma/2\pi$ is lower by 0.0004 THz and $Q$ is 245.1, while $q$ stays at 0.707.

**Mirror band.** For $R>99\,\%$ the small-$E$ estimate gives $0.2\times0.3961\times1.500=0.1188$ THz. The Maxwell result is 0.1200 THz, or 0.96 nm. Formula (6), with $E=0.015$, also gives 0.1200 THz, so the difference comes from the linearization.

**A uniform-film estimate of the background.** Replace the grating by a film with the averaged permittivity $4-3\times0.1=3.7$, so $n=1.924$. With face reflection $\rho=(1-n)/(1+n)$ and phase $\varphi=2\pi nh/\lambda$ for thickness $h$, summing the internal reflections gives

$$r=\frac{\rho(1-e^{2i\varphi})}{1-\rho^2e^{2i\varphi}},\quad t=\frac{(1-\rho^2)e^{i\varphi}}{1-\rho^2e^{2i\varphi}},\quad q=\frac{-2\rho\sin\varphi}{1-\rho^2}=\frac{n^2-1}{2n}\sin\varphi .$$

At $f_0$, $\varphi=1.564$ and $q=0.702$, within 1 % of the extracted value.

**Other backgrounds.** With period, slot width and index held fixed, thicknesses of 150, 300 and 400 nm put the zero at 1459, 1686 and 1786 nm. The averaged-film transmittance there is 0.69, 0.74 and 0.92. Each case has one zero between 1300 and 2000 nm, with $T$ below $10^{-25}$.

**Without the mirror plane.** A substrate of index 1.1, chosen so that no further order opens above 1320 nm, leaves a real zero near 1571 nm with $T=6\times10^{-26}$. The highest transmittance between 1350 and 1900 nm is then 0.9996, so total transmission is lost, as Section 6 allows.

## 8. What spoils total reflection in a real membrane

**Absorption.** Add a small absorptive rate $\gamma_a$ to the decay and leave $C$ and $d$ unchanged. The numerator of $S_{21}$ becomes $t\gamma_a-it(\delta+\sigma\gamma q)$. At $\delta_R$, where $\delta_R^2+\gamma^2=\gamma^2(1+q^2)$, the leading order is

$$T\approx\frac{\gamma_a^2}{\gamma^2(1+q^2)^2}.$$

The absorbed fraction is $A=2\gamma_a|a|^2$ for unit incident power, with $|a|^2\approx\gamma/(\gamma^2+\delta_R^2)$. So

$$A\approx\frac{2\gamma_a}{\gamma(1+q^2)},\qquad T\approx\frac{A^2}{4}.$$

For an assumed imaginary index of $10^{-5}$, the Maxwell solution gives $A=2.3\times10^{-3}$ and $T=1.3\times10^{-6}$, in agreement with $A^2/4$. Absorption thus limits the reflectance far more than the residual transmission does.

**Finite beam.** A Gaussian beam contains tilted waves, whose zeros lie at other frequencies. At the normal-incidence zero, counting tilt across the slots only, the transmitted fraction is $4.6\times10^{-4}$ for a waist radius of 100 µm and 2.7 % for 30 µm.

**Substrate.** On glass of index 1.444 the wavelength inside the glass at 1548 nm is 1072 nm, shorter than the period. First orders then propagate in the glass, and the slab is no longer a two-port. The film wave behind the resonance has the same wavenumber $2\pi/\Lambda$ along $x$ as these orders, so at this wavelength such a wave isn't confined by the glass. At 1548 nm the first orders carry only 2.4 % of the incident power; 79 % is transmitted in the zeroth order. The highest total reflectance found between 1350 and 1700 nm is 0.19. With this period, the total reflection near 1548 nm found for the suspended film isn't available on glass. The resonance has moved, not vanished: the glass raises the effective index of the film wave above 1.444, so that $2\pi/\Lambda$ is matched at a longer wavelength. Above $1.444\times1200=1733$ nm the first orders are evanescent in the glass and the slab is a two-port again. There the Maxwell solution has a transmission zero, with total reflection, near 1739 nm, as Section 6 allows.

**Fabrication.** Suspended silicon nitride films of about this thickness are made and patterned as mirrors. An index error of $+0.01$, all else fixed, moves the zero by 5.5 nm, nearly six times the 99 % band. In the lossless model such an error displaces total reflection without destroying it, but at the original laser wavelength the mirror is lost, and the laser or the grating dimensions must be adjusted to recover it. Surface roughness and the finite number of periods aren't included in these figures.

The remaining computed values are in the numerical output below.

## Calculated quantities

```
Model, 300 random mirror-symmetric cases: worst zero error 3.8e-14
Model, random asymmetric cases: worst imaginary part 2.4e-14
Membrane: index 2.0, thickness 200 nm
Period 1200 nm, slot width 120 nm
Resonance frequency f0 = 193.951 THz
Resonance wavelength = 1545.71 nm
Amplitude decay rate gamma/2pi = 0.3961 THz
Quality factor f0/(2 gamma) = 244.8
Parity sigma = +1
Background q = Im(r/t) = 0.7070
Background transmittance = 0.6667
Averaged uniform film: q = 0.7018, transmittance = 0.6700
Predicted offset of zero = -0.2800 THz
Maxwell offset of zero = -0.2800 THz
Predicted total-reflection wavelength = 1547.95 nm
Maxwell total-reflection wavelength = 1547.95 nm
Maxwell total-reflection frequency = 193.671 THz
Transmittance there = 3.1e-26
Predicted total-transmission wavelength = 1541.26 nm
Maxwell total-transmission wavelength = 1541.26 nm
Reflectance there = 1.6e-26
Error of predicted zero / gamma = -0.0000
Error of predicted peak / gamma = 0.0001
Largest T error of model within 4 gamma = 0.0002
Slot 60 nm: Q = 942.6
Slot 60 nm: zero at 1589.10 nm
Slot 60 nm: error of zero / gamma = -0.0000
Slot 60 nm: largest T error = 0.0000
Band with R > 99 %, Maxwell = 0.959 nm
Band with R > 99 %: Maxwell 0.1200 THz, model 0.1188 THz
Shift of zero, harmonics 10 -> 20 = 0.0318 nm
Thickness 150 nm: zero at 1459.32 nm, T = 1.2e-26, averaged-film T = 0.694
Thickness 300 nm: zero at 1686.04 nm, T = 8.2e-27, averaged-film T = 0.744
Thickness 400 nm: zero at 1785.50 nm, T = 2.7e-26, averaged-film T = 0.920
Substrate index 1.1: zero of t at 1570.62 nm, imaginary part 1.8e-16 THz
Substrate index 1.1: lowest T = 5.8e-26, highest T = 0.99959
Glass substrate 1.444: highest total R, 1350-1700 nm = 0.186
Absorption index 1e-05: T = 1.3e-06, absorbed = 2.3e-03
Beam waist 100 um: transmitted fraction = 4.6e-04
Beam waist 30 um: transmitted fraction = 2.7e-02
Index error +0.01: zero moves by 5.50 nm
```
